**Examination question: the deuteron–proton radius difference from the 1S–2S isotope shift**

**Conventions and data.** Units are $\hbar=c=m=1$, with $m$ the electron mass and $\alpha^{-1}=137.035999178$; the energy unit is $mc^2/h=1.235590\times10^{17}$ kHz and the length unit $\hbar/mc=386.1593$ fm. For nuclear mass $M$, $x=1/M$, $\mu=1/(1+x)$, $\gamma=\mu\alpha$, and $|\psi_n(0)|^2=\gamma^3/\pi n^3$. The line is $f=E(2S)-E(1S)$ between hyperfine centroids, and $\Delta$ means D minus H. The masses give $x_p=5.44617021\times10^{-4}$, $x_d=2.72443711\times10^{-4}$, $\rho=M_d/M_p=1.99900750$, $\delta=\ln(\mu_D/\mu_H)=2.720622\times10^{-4}$. The measured shift, supplied as a datum, is $\Delta f_{\rm meas}=670\,994\,334.6$ kHz; the tabulated proton radius is $r_p=0.84075$ fm. Radii are defined so that the nuclear contact interaction is $\frac{2\pi\alpha}{3}[r^2+\frac{3}{4M^2}]\delta^3(\mathbf r)$ for the proton and $\frac{2\pi\alpha}{3}r^2\delta^3(\mathbf r)$ for the deuteron.

The following $nS$ shifts are supplied. With $P=\alpha^5\mu^3/\pi n^3$ and $L=\ln(1/\mu\alpha^2)$:

$$E_1=P\left[\tfrac43L+\tfrac{10}{9}-\tfrac43\ln k_0-\tfrac4{15}+\alpha\left(A_{50}+\tfrac{5\pi}{48}\right)-\alpha^2L^2\right],\quad A_{50}=4\pi\left(\tfrac{139}{128}-\tfrac{\ln2}{2}\right),$$
$$E_S=Px\left[\tfrac13\ln\alpha^{-2}-\tfrac83\ln k_0-\tfrac19-\tfrac73a_n-2\frac{M^2\ln(1/\mu)-\ln(M/\mu)}{M^2-1}\right],$$
$$E_{R}=\frac{x\alpha^6}{n^3}\left(4\ln2-\tfrac72\right),\quad E_{RR}=\frac{Px\alpha}{\pi}\left[6\zeta(3)-2\pi^2\ln2+\tfrac{35\pi^2}{36}-\tfrac{448}{27}\right],$$
$$E_{N}=\tfrac43Px^2\left[\ln\frac{M}{\mu\alpha^2}-\ln k_0\right].$$

These are the one-loop, Salpeter, $\alpha^6$ recoil, radiative-recoil and nuclear self-energy terms, with $a_1=-4.38629$, $a_2=-4.5$, and Bethe logarithms $\ln k_0=2.9841286$ (1S), $2.8117699$ (2S). $A_{50}$, the $L^2$ coefficient, $E_R$, $E_{RR}$, $E_N$ and the whole formula for $E_S$ are premises of this question, not derived in it; the program computes $\ln k_0$ and checks the values of $a_n$, but not the coefficients that multiply them in $E_S$. Part (f) gives the weights of these terms, that of $A_{50}$ together with the $5\pi/48$ term.

**(a) Find the Bohr part of $\Delta f$ and decide which constants limit it.**

*Answer.* From $E_n=-\mu\alpha^2/2n^2$ and $R_\infty c=\alpha^2/2$, $f=\frac34R_\infty c\,\mu$. The geometric series for $\mu$ gives
$$\Delta f_B=\tfrac34R_\infty c\left[(x_p-x_d)-(x_p^2-x_d^2)+(x_p^3-x_d^3)-\dots\right],$$
whose terms are $671\,555\,383.56-548\,701.53+348.68-0.20$ kHz, against the unexpanded $671\,007\,030.51$ kHz. Take $x_p$ and $\rho$ as variables, $x_d=x_p/\rho$. Since $d\mu/d\ln x=-x\mu^2$,
$$\frac{\partial\Delta f_B}{\partial\ln x_p}=\tfrac34R_\infty c\,(x_p\mu_H^2-x_d\mu_D^2),\qquad\frac{\partial\Delta f_B}{\partial\ln\rho}=\tfrac34R_\infty c\,x_d\mu_D^2 .$$
Finite differences of the point-nucleus sum of part (f), which agree with these within the tested $2\times10^{-4}$, give $6.70\times10^8$ and $6.72\times10^8$ kHz. At fixed $\alpha$ the point-nucleus shift is proportional to $R_\infty$, so its sensitivity to $\ln R_\infty$ is just as large; the mass ratios dominate because they are known less well. Relative uncertainties $1.74\times10^{-11}$ ($M_p/m$), $4.2\times10^{-12}$ ($\rho$) and $1.1\times10^{-12}$ ($R_\infty$), treated as uncorrelated, give $0.012$, $0.003$ and $0.0007$ kHz. At fixed $R_\infty$, $\alpha$ is absent from $\Delta f_B$ and enters only the corrections, with sensitivity $-1.8\times10^4$ kHz in the point-nucleus sum and, for a relative uncertainty $1.5\times10^{-10}$, effect $3\times10^{-6}$ kHz. The size term of part (c), which scales as $\alpha^{-2}$ at fixed $R_\infty$ and fixed radii in fm, adds about $+1.0\times10^4$ kHz to this sensitivity and does not change the conclusion.

**(b) For S states of two spin-½ point particles the spin-independent Breit Hamiltonian is**
$$H'=-\frac{p^4}{8}\left(1+\frac1{M^3}\right)+\frac{\pi\alpha}{2}\left(1+\frac1{M^2}\right)\delta^3(\mathbf r)-\frac{\alpha}{2M}\,p^i\left(\frac{\delta^{ij}}r+\frac{r^ir^j}{r^3}\right)p^j .$$
**Find the $\alpha^4$ energy, relate it to the Dirac energy, and adapt it to the deuteron.**

*Answer.* Use $p^2\psi=2\mu(E+\alpha/r)\psi$, $E=-\gamma^2/2\mu n^2$, and the S-state averages $\langle r^{-1}\rangle=\gamma/n^2$, $\langle r^{-2}\rangle=2\gamma^2/n^3$:
$$\langle p^4\rangle=4\mu^2\left[E^2+2E\alpha\langle r^{-1}\rangle+\alpha^2\langle r^{-2}\rangle\right]=\gamma^4\left(\frac1{n^4}-\frac4{n^4}+\frac8{n^3}\right).$$
For a radial gradient both tensors give $\psi'^2/r$, so the last term is $-\frac{\alpha}{M}\int d^3r\,\psi'^2/r$. Integration by parts, with no surface term, yields
$$\int\! d^3r\,\frac{\psi'^2}{r}=\int\! d^3r\,\frac{\psi\,p^2\psi}{r}+4\pi\!\int_0^\infty\!\psi\psi'dr=\gamma^3\left(\frac4{n^3}-\frac1{n^4}\right)-2\pi\psi(0)^2=\gamma^3\left(\frac2{n^3}-\frac1{n^4}\right).$$
Let $s=\mu^2/M=\mu/(1+M)$. From $1+1/M=1/\mu$, squaring and cubing give $\mu^2(1+M^{-2})=1-2s$ and $\mu^3(1+M^{-3})=1-3s$. Then
$$\frac{\langle H'\rangle}{\mu\alpha^4}=-(1-3s)\left(\frac1{n^3}-\frac3{8n^4}\right)+\frac{1-2s}{2n^3}-s\left(\frac2{n^3}-\frac1{n^4}\right)=-\frac1{2n^3}+\frac3{8n^4}-\frac{s}{8n^4},$$
because the $s/n^3$ terms sum to $3-1-2=0$ and the $s/n^4$ terms to $-\frac98+1$. The Dirac factor $F=[1+\alpha^2/(n-1+\sqrt{1-\alpha^2})^2]^{-1/2}$ expands as $F-1=-\alpha^2/2n^2+\alpha^4(3/8n^4-1/2n^3)$. Hence through $\alpha^4$, for any mass ratio,
$$E=\mu(F-1)-\frac{\mu^2(F-1)^2}{2(1+M)},$$
the Barker–Glover form: the second term is $-\mu s\alpha^4/8n^4$. It includes the Darwin–Foldy term $\frac{\pi\alpha}{2M^2}|\psi(0)|^2=\alpha^4\mu^3x^2/2n^3$, which is the $3/4M^2$ of the proton convention. For the deuteron it is removed. This lowers 1S eight times more than 2S and raises $f_D$ by $\frac7{16}\alpha^4\mu_D^3x_d^2=11.37$ kHz, equivalent to $3/4M_d^2=0.0083$ fm².

**(c) Derive the nuclear-size shift and the formula for $r_d^2-r_p^2$.**

*Answer.* A spherical charge has form factor $G=1-q^2r^2/6+\dots$, so $-4\pi\alpha G/q^2$ differs from the point potential by $+\frac{2\pi\alpha}3r^2$, a contact term. The expansion needs the atomic momentum small, $\gamma r\ll1$; at leading order only $r^2$ enters, not the shape (tested for uniform and exponential charges). Thus $E=\frac23\alpha^4\mu^3r^2/n^3$, and with $\frac18-1=-\frac78$ the line moves by $-Kr^2$, $K=\frac7{12}\alpha^4\mu^3$. With $\mu_D=0.9997276$,
$$K_D=\frac7{12}\,\frac{1.235590\times10^{17}\,(0.9997276)^3}{(137.036)^4(386.1593)^2}=1369.51\ {\rm kHz/fm^2},$$
and $K_H=1368.39$ kHz/fm². Let $\Delta f_{\rm pt}$ be the point-nucleus shift and $\Delta f_{\rm pol}$ the polarizability part. Then $\Delta f_{\rm meas}=\Delta f_{\rm pt}+\Delta f_{\rm pol}-K_Dr_d^2+K_Hr_p^2$; writing $K_H=K_D-(K_D-K_H)$,
$$r_d^2-r_p^2=\frac{\Delta f_{\rm pt}+\Delta f_{\rm pol}-\Delta f_{\rm meas}-(K_D-K_H)r_p^2}{K_D}.$$
The proton radius is needed separately, but only through $0.79$ kHz.

**(d) Explain the mass dependence of $E_1$, and show how far the QED terms cancel. The Uehling potential is $U=-\frac{2\alpha^2}{3\pi r}\int_1^\infty dt\,w(t)e^{-2tr}$, $w=(1+\frac1{2t^2})\sqrt{t^2-1}/t^2$; the electron form factors with photon mass $\lambda$ have $F_1'(0)=\frac{\alpha}{3\pi}(\ln\frac1\lambda-\frac38)$, $F_2(0)=\frac\alpha{2\pi}$.**

*Answer.* For 1S, $\langle e^{-2tr}/r\rangle=4\gamma^3/(2t+2\gamma)^2\simeq\gamma^3t^{-2}(1-2\gamma/t)$. With $u=1/t$, $\int w\,t^{-2}dt=\int_0^1u(1+\frac{u^2}2)\sqrt{1-u^2}\,du=\frac13+\frac1{15}=\frac25$ and $\int w\,t^{-3}dt=\frac\pi{16}+\frac\pi{64}=\frac{5\pi}{64}$. So $\langle U\rangle=P[-\frac4{15}+\frac{5\pi}{48}\alpha\mu]$. The range $1/m$ is fixed by the electron, and the nucleus enters through $|\psi(0)|^2\propto\mu^3$. The exponent $d\ln|\langle U\rangle|/d\ln\mu=3-25\pi\alpha/64$ is confirmed by quadrature, $2.9911$. The extra $\mu$ in the second term differs from 1 by order $x$; by convention it is dropped in $E_1$ and counted in $E_{RR}$.

Split the self-energy at a photon energy $\epsilon$ with $\alpha^2\ll\epsilon\ll1$. Below it the dipole approximation, after mass renormalization, gives $\frac{2\alpha}{3\pi}\sum_k|\mathbf p_{k}|^2\omega_k\ln(\epsilon/|\omega_k|)$, with $\omega_k$ the excitation energies. The sum rule $\sum|\mathbf p_k|^2\omega_k=\frac12\langle\nabla^2V\rangle=2\pi\alpha|\psi(0)|^2$ and the definition of $\ln k_0$ as the so-weighted mean of $\ln(2|\omega_k|/\mu\alpha^2)$ turn this into $\frac43P[\ln(2\epsilon/\mu\alpha^2)-\ln k_0]$. All $\omega_k$ scale as $\mu\alpha^2$, so $\ln k_0$ is mass independent. Above $\epsilon$ the form factors give the contact term $4\pi\alpha[F_1'+F_2/4]|\psi(0)|^2=\frac43P[\ln\frac1\lambda-\frac38+\frac38]$. To trade $\lambda$ for $\epsilon$, compare the photon integrals up to a large $k_{\max}$. A massive photon has polarization weight $\frac32(1-k^2/3\omega^2)=1+\lambda^2/2\omega^2$; with $k=\lambda\sinh\tau$,
$$\int\!\frac{k^2dk}{\omega^3}\left(1+\frac{\lambda^2}{2\omega^2}\right)=\int\! d\tau\tanh^2\!\tau\left(1+\tfrac12{\rm sech}^2\tau\right)=\ln\frac{2k_{\max}}\lambda-1+\tfrac16 .$$
Equating this to $\ln(k_{\max}/\epsilon)$ gives $\ln\frac1\lambda=\ln\frac1{2\epsilon}+\frac56$. In the sum $\epsilon$ drops out, leaving $\frac43P[L+\frac56-\ln k_0]$, as in $E_1$.

The one-loop line shift $f_1$ is thus $\mu^3$ times a function of $L$, and $dL/d\ln\mu=-1$. To first order in $\delta$,
$$\Delta f_1=\delta\left(3f_1-\frac{\partial f_1}{\partial L}\right)=3\delta f_1+\delta\,\frac78\frac{\alpha^5\mu^3}\pi\left(\frac43-2\alpha^2L\right).$$
With $f_1({\rm H})=-7\,123\,314.9$ kHz, the first term is $-5813.95$ kHz and the linearized total $-5556.25$ kHz, so the logarithm returns $257.7$ kHz. The exact difference is $-5558.42$ kHz; the gap of $4\times10^{-4}$ relative to it is the size of the second-order factor in $e^{3\delta}-1=3\delta(1+\frac32\delta+\dots)$. The infinite-mass part cancels, but a fraction $7.80\times10^{-4}$ survives (against $3\delta=8.16\times10^{-4}$), worth about $-4.06$ fm²: more than the effect sought. Terms proportional to $x$ do not cancel: $\Delta f/f_H\simeq x_d/x_p-1=-(1-1/\rho)=-0.4998$, up to the relative order $x$ of the $\mu^3$ factor and the mass logarithm; for $E_S$ it is $-0.4993$. Terms in $x^2$ survive by about three quarters, as $E_N$ shows: $2.98$ of $-4.03$ kHz.

**(e) Derive the polarizability shift from two-photon exchange with unretarded electric-dipole coupling, and evaluate it in a deuteron model.**

*Answer.* Take one nuclear level of excitation energy $\varepsilon$ and squared dipole length $D^2$, with static polarizability $\alpha_E=2\alpha D^2/3\varepsilon$. Loop momenta far exceed $\gamma$, so the electron is at rest, $p=(1,\mathbf 0)$, and the shift carries $|\psi(0)|^2$. A photon $q=(\nu,\mathbf k)$ couples through the electric field; the dipole component $i$ has current $e_i^\mu=(k^i,\nu\delta^{ij})$, with $q\cdot e_i=0$. The response at frequency $\nu$ is $\alpha_E\varepsilon^2/(\varepsilon^2-\nu^2)$. The electron trace is
$${\rm Tr}[(\not p+1)\not e(\not p\pm\not q+1)\not e]=4[2(p\cdot e)^2\mp e^2\nu],$$
over denominators $q^2\pm2\nu$. With $\sum(p\cdot e)^2=k^2$ and $\sum e^2=k^2-3\nu^2$, direct plus crossed terms give $16[k^2q^2+\nu^2(k^2-3\nu^2)]/(q^4-4\nu^2)$. Rotating $\nu=iQ_0$, $q^2=-Q^2$, $k^2=Q^2-Q_0^2$, the bracket is $-(Q^2-Q_0^2)Q^2-Q_0^2(Q^2+2Q_0^2)=-(Q^4+2Q_0^4)$. Two photon propagators supply $Q^{-4}$. Therefore $E=-\alpha|\psi(0)|^2\alpha_EI$, with a constant $C$ still to be fixed:
$$I=C\!\int\! d^4Q\,\frac{Q^4+2Q_0^4}{Q^4(Q^4+4Q_0^2)}\frac{\varepsilon^2}{\varepsilon^2+Q_0^2}.$$
Put $Q_0=Q\xi$, $\sigma=Q^2$, $d^4Q=2\pi\sigma\,d\sigma\sqrt{1-\xi^2}\,d\xi$, $-1<\xi<1$. Partial fractions give $\int_0^\infty d\sigma/[(\sigma+a)(b+c\sigma)]=\ln(b/ac)/(b-ac)$, here with $a=4\xi^2$, $b=\varepsilon^2$, $c=\xi^2$:
$$I=4\pi C\int_0^1d\xi\sqrt{1-\xi^2}\,(1+2\xi^4)\frac{\ln y}{y-1},\qquad y=\frac{4\xi^4}{\varepsilon^2}.$$
For $\varepsilon\ll1$ the exchange is nonrelativistic, and second-order theory with the dipole matrix element $4\pi\alpha\,\mathbf k\cdot\mathbf D/k^2$ gives
$$E=-|\psi(0)|^2(4\pi\alpha)^2\frac{D^2}3\frac1{2\pi^2}\int_0^\infty\!\frac{dk}{\varepsilon+k^2/2},$$
where the integral is $\pi/\sqrt{2\varepsilon}$, so $I=2\pi\sqrt{2\varepsilon}$. In the $\xi$ integral small $\xi$ dominates; $\xi=\sqrt{\varepsilon/2}\,y^{1/4}$ and $\int_0^\infty y^{-3/4}\ln y/(y-1)\,dy=\pi^2/\sin^2\frac\pi4=2\pi^2$ give $\frac{\pi^2}2\sqrt{\varepsilon/2}$. Matching yields $4\pi C=8/\pi$.

For $\varepsilon\gg1$, $\ln y/(y-1)\to2\ln\frac\varepsilon2-4\ln\xi$. Let $B_j=\int_0^1\xi^j\sqrt{1-\xi^2}d\xi$, a beta function: $B_0=\frac\pi4$, $B_4=\frac\pi{32}$. Inserting $\ln\xi$ multiplies $B_j$ by $d\ln B_j/dj=\frac12[\Psi(\frac{j+1}2)-\Psi(\frac j2+2)]$ ($\Psi$ the digamma function), which is $-\ln2-\frac12$ and $-\ln2+\frac5{12}$. So
$$I=\frac8\pi\left[\frac{5\pi}8\ln\frac\varepsilon2+\pi\left(\ln2+\tfrac12\right)+\frac\pi4\left(\ln2-\tfrac5{12}\right)\right]=5\ln2\varepsilon+\frac{19}6 .$$
The neglected terms $-y\ln y-\dots$ are positive for $y<1$, so the exact $I$ is larger.

Model: an S-wave deuteron $u_0\propto e^{-\kappa r}-e^{-\beta r}$ (Hulthén), free P-wave final states, and $\mathbf D=\eta\mathbf r$ with $\eta=m_n/(m_p+m_n)=0.50034$. The masses give binding $B=2.22457$ MeV, nucleon reduced mass $\mu_N=469.459$ MeV and $\kappa=\sqrt{2\mu_NB}=0.23161$ fm⁻¹. In momentum space $|\langle\mathbf p|\mathbf r|0\rangle|=|\phi'(p)|$, so $d\alpha_E=\frac{2\alpha}3\eta^2\phi'^2d^3p/\varepsilon$ with $\varepsilon=(p^2+\kappa^2)/2\mu_N$. At zero range, $\phi=\sqrt\kappa/[\pi(p^2+\kappa^2)]$ and $\int_0^\infty p^4(p^2+\kappa^2)^{-5}dp=3\pi/256\kappa^5$ give $\alpha_E=\alpha\mu_N\eta^2/4\kappa^4=0.378$ fm³, but $\eta^2\langle r^2\rangle=\eta^2/2\kappa^2=2.33$ fm² is too small. The mean-square proton distance from the centre of mass, $\eta^2\langle r^2\rangle$, equals $r_d^2-r_p^2$ when the neutron's mean-square charge radius (roughly $-0.1$ fm²) and relativistic terms are ignored. Fixing $\beta$ by this condition, iterated with part (f), gives $\beta=1.335$ fm⁻¹, $\alpha_E=0.639$ fm³ (also obtained from a coordinate-space Dalgarno–Lewis solution) and logarithmic mean energy $4.90$ MeV. The shift is negative and larger for 1S, so
$$\Delta f_{\rm pol}=+\frac78\frac{\alpha\gamma_D^3}{\pi}\int d\alpha_E\,I(\varepsilon)=19.5\ {\rm kHz},$$
against $19.4$ kHz from the logarithmic form. The D wave, final-state forces, magnetic and retardation terms and the proton's own polarizability are omitted; 10 % of $\Delta f_{\rm pol}$ is assumed to cover them.

**(f) Extract $r_d^2-r_p^2$ and estimate its error.**

*Answer.* The weight is $\Delta f/K_D$.

| term | $\Delta f$ (kHz) | weight (fm²) |
|---|---|---|
| Bohr | 671 007 030.51 | 489 962 |
| Dirac beyond Bohr | 8188.80 | 5.979 |
| Barker–Glover recoil | −11 148.32 | −8.140 |
| Darwin–Foldy removal | 11.37 | 0.008 |
| self-energy $\alpha^5$ | −5675.27 | −4.144 |
| Uehling $\alpha^5$ | 154.81 | 0.113 |
| one-loop $\alpha^6$ | −40.75 | −0.030 |
| one-loop $L^2$ | 2.79 | 0.002 |
| $E_S$ | 1032.65 | 0.754 |
| $E_R$ | −3.23 | −0.002 |
| $E_{RR}$ | −6.05 | −0.004 |
| $E_N$ | 2.98 | 0.002 |

The sum is $\Delta f_{\rm pt}=670\,999\,550.29$ kHz. Carrying guard digits,
$$r_d^2-r_p^2=\frac{670\,999\,550.29+19.52-670\,994\,334.6-0.79}{1369.508}=\frac{5234.42}{1369.508}=3.8221\ {\rm fm^2}.$$
The omitted terms are estimated, not bounded. Single-logarithm and constant $\alpha^7$ one-loop terms are taken as large as the $L^2$ term, $2.79$ kHz. The 1S Dirac density behaves as $r^{2\sqrt{1-\alpha^2}-2}\simeq r^{-\alpha^2}$ and enhances the size shift by about $-\alpha^2\ln(2\gamma R)$ at nuclear radius $R$; first-order quadrature for 1S and a uniform sphere of the deuteron's radius gives a relative enhancement $5.5\times10^{-4}$, which applied to $K_D(r_d^2-r_p^2)$ is $2.88$ kHz (a size estimate only: first order ignores the change of the wave function inside the nucleus, which for this sphere lowers the 1S factor to $5.0\times10^{-4}$, and the factor varies with the radius and with $n$). Polarizability contributes $1.95$ kHz, two loops $\frac78(\alpha/\pi)^2\alpha^4\,3\delta=1.35$ kHz for an assumed unit coefficient, and masses $0.01$ kHz; the datum $\Delta f_{\rm meas}$ is assumed good to its last digit, $0.1$ kHz, which is negligible beside the theory terms. Smaller omitted terms, such as the $\alpha^7\ln^2$ radiative-recoil term and the radiative correction to the size shift, each below about $1$ kHz, are not in this budget. In quadrature, $\sqrt{2.79^2+2.88^2+1.95^2+1.35^2}=4.66$ kHz, or $0.0034$ fm²:
$$r_d^2-r_p^2=3.822(3)\ {\rm fm^2}=3.822(3)\times10^{-30}\ {\rm m^2},\qquad r_d=2.128\ {\rm fm}.$$
At this order the error comes from truncated theory, not from the mass ratios, although the Bohr term outweighs the result by $10^5$. The tabulated radii give $2.12778^2-0.84075^2=3.8206$ fm², lower by $0.0015$ fm² and inside the estimate. They rest partly on the same measurement, so the agreement checks this calculation and is not independent evidence on the radii. The relativistic enhancement of $K$ lowers the result and may explain the sign of the difference; that is a conjecture, since the other omitted terms are of similar size. Dropping polarizability and the Darwin–Foldy removal gives $3.7996$ fm², below the tabulated $3.8206$ fm² by more than three times the estimated error; a different radius convention for the deuteron shifts the answer by $0.0083$ fm². The numerical check follows.

## Numbers as computed

```
input df_meas = 670994334.6 kHz
1/alpha = 137.035999178; R c = 3.289842e+12 kHz; m c^2/h = 1.235590e+17 kHz
Mp/m = 1836.15267343; Md/Mp = 1.99900750127; hbar/mc = 386.1593 fm
xp = 5.44617021e-04; xd = 2.72443711e-04; xp-xd = 2.721733e-04
muH = 0.9994556794; muD = 0.9997276305; ln(muD/muH) = 2.720622e-04
Bohr shift by order x^1..x^4 [kHz]: 671555383.56, -548701.53, 348.68, -0.20
lnk0(1S) = 2.9841286; lnk0(2S) = 2.8117699
F1 const = -0.3750; matching = -0.8333; F2 part = 0.3750; sum*4/3 = 1.1111
Uehling mu exponent (1S) = 2.9911; a_1 = -4.38629; a_2 = -4.50000
term: f_H(2S-1S) [kHz] | D-H [kHz] | weight [fm^2]
Bohr: 2466038423686.31 | 671007030.51 | 489962.0294
Dirac beyond Bohr: 30094923.68 | 8188.80 | 5.9794
Barker-Glover recoil: 22325.96 | -11148.32 | -8.1404
Darwin-Foldy removal: 0.00 | 11.37 | 0.0083
self-energy a^5: -7266670.99 | -5675.27 | -4.1440
Uehling a^5: 189591.36 | 154.81 | 0.1130
one-loop A50: -49901.85 | -40.75 | -0.0298
one-loop A62: 3666.58 | 2.79 | 0.0020
Salpeter: -2068.22 | 1032.65 | 0.7540
recoil a^6: 6.47 | -3.23 | -0.0024
radiative recoil: 12.11 | -6.05 | -0.0044
nuclear self-energy: -4.03 | 2.98 | 0.0022
df_point = 670999550.29 kHz
one-loop in H = -7123314.9 kHz; D-H = -5558.42 kHz; linearized = -5556.25 kHz
surviving fraction = 7.8031e-04; 3 ln(muD/muH) = 8.1619e-04
Salpeter (D-H)/H = -0.4993; 1-Mp/Md = 0.4998
d/dln xp = 6.7045e+08; d/dln(Md/Mp) = 6.7185e+08; d/dln alpha = -1.812e+04 kHz
rel. unc.: Mp/m 1.7e-11, Md/Mp 4.2e-12, alpha 1.5e-10, Rc 1.1e-12
unc. in shift [kHz]: xp 0.0117, Md/Mp 0.0028, alpha 2.7e-06, Rc 7.3e-04
K_H = 1368.391; K_D = 1369.508 kHz/fm^2; (K_D-K_H) rp^2 = 0.790 kHz
3/(4Md^2) = 0.00830 fm^2; 3/(4Mp^2) = 0.03317 fm^2
B = 2.22457 MeV; muN = 469.459 MeV; kappa = 0.23161 1/fm; eta = 0.50034
zero range: alpha_E = 0.3776 fm^3; eta^2<r^2> = 2.333 fm^2
Hulthen: beta = 1.3351 1/fm; beta/kappa = 5.765
alpha_E = 0.6390 fm^3 (grid 0.6390); log-mean energy = 4.904 MeV
df_pol = 19.52 kHz (log formula 19.41); weight = 0.0143 fm^2
df_point + df_pol = 670999569.81 kHz; minus datum = 5235.21 kHz
relativistic size enhancement (1S, Dirac density) = 5.50e-04
budget A62, size log, pol, two-loop, masses [kHz]: 2.79, 2.88, 1.95, 1.35, 0.01
total error = 4.66 kHz = 0.0034 fm^2
rd^2 - rp^2 extracted = 3.8221 fm^2 = 3.8221e-30 m^2
tabulated rp = 0.84075 fm; rd = 2.12778 fm; rd^2 - rp^2 = 3.8206 fm^2
rd from extraction = 2.1281 fm
without polarizability and Darwin-Foldy removal: 3.7996 fm^2
```
